# Linear-Time Implicit Solution of Interstitial Cluster Growth Equations

A simulation of a post-implant anneal must settle whether it can afford one equation for every cluster size, or must lump the sizes together. The decision hangs on the cost of an implicit time step. With 1000 unknowns, a dense linear solve takes about \(7\times10^8\) arithmetic operations; the elimination derived here takes about \(2\times10^4\). It also leaves the step length to be chosen for accuracy, because the implicit equations have one nonnegative solution for every positive step.

## The equations and their conventions

Let \(x\) be the concentration of free interstitials and \(C_n\), \(n=2,\ldots,N\), that of immobile clusters containing \(n\) interstitials. The layer is treated as well mixed. Clusters grow and shrink by one interstitial at a time, with net rates

\[
J_1=k_1x^2-g_2C_2,\qquad
J_n=k_nxC_n-g_{n+1}C_{n+1}\quad(2\le n<N),
\]

and \(J_N=0\). For diffusion-limited capture, \(k_n=4\pi Dr_n\), where \(D\) is the interstitial diffusivity and \(r_n\) the capture radius. The dimer rate has the same form: two moving interstitials have relative diffusivity \(2D\), while counting each pair once gives a factor \(1/2\).

At equilibrium each \(J_n\) vanishes. If \(E_{n+1}\) is the energy binding the last interstitial, and configurational factors are absorbed into the site density \(C_s\), detailed balance requires

\[
g_{n+1}=k_nC_s e^{-E_{n+1}/k_BT}.
\]

The surface removes \((x-x^*)/\tau\) per unit time, where \(x^*\) is the concentration held there. For a backward-Euler step of length \(h\), the residuals are

\[
\begin{aligned}
F_n&=C_n-C_n^{\rm old}-h(J_{n-1}-J_n),\qquad n\ge2,\\
F_1&=x-x^{\rm old}+h\left[2J_1+\sum_{n=2}^{N-1}J_n+\frac{x-x^*}{\tau}\right].
\end{aligned}
\]

The factor 2 appears because forming a dimer consumes two free interstitials. All rate constants are nonnegative, as are the old concentrations.

## Eliminating the clusters first

Order the unknowns as \((C_2,\ldots,C_N,x)\). Newton's correction satisfies

\[
\begin{pmatrix}T&b\\c^T&d\end{pmatrix}
\begin{pmatrix}\delta C\\\delta x\end{pmatrix}
=-\begin{pmatrix}F_C\\F_1\end{pmatrix}.
\]

Differentiating \(F_n\) with respect to the clusters gives a tridiagonal \(T\):

\[
T_{nn}=1+h(g_n+k_nx),\quad
T_{n+1,n}=-hk_nx,\quad
T_{n-1,n}=-hg_n,
\]

with the growth term absent for \(n=N\). To write the border, set \(q_1=2k_1x\), \(q_n=k_nC_n\) for \(2\le n<N\), and \(q_N=0\). These are the derivatives of \(J_n\) with respect to \(x\), so

\[
b_n=-h(q_{n-1}-q_n),\qquad
d=1+h\left(2q_1+\sum_{n=2}^{N-1}q_n+\frac1\tau\right).
\]

The row has \(c_2=h(k_2x-2g_2)\) and \(c_n=h(k_nx-g_n)\) for larger clusters, again without growth at \(n=N\).

Solve \(Ty=b\) and \(Tz=-F_C\). The cluster rows give \(\delta C=z-y\,\delta x\). Substitution in the last row gives

\[
s\,\delta x=-F_1-c^Tz,\qquad s=d-c^Ty.
\]

The scalar \(s\) is the Schur complement, the last pivot of the elimination.

For \(m=N-1\) clusters, the forward sweep with two right-hand sides takes \(7(m-1)\) operations and the backward sweep \(6(m-1)+2\). The two scalar products take \(4m\), the division by \(s\) one, and the final cluster correction \(2m\). The total is \(19m-10=19N-29\). Counting the executed operations gave 731, 1491 and 3011 for 40, 80 and 160 unknowns, in agreement. Dense elimination took 45,020 and 350,840 operations for the first two sizes; its leading cost is \(2N^3/3\). Matrix assembly is excluded from these counts.

Eliminating \(x\) first would replace \(T\) by \(T-bc^T/d\). The outer product couples every cluster size to every other whose border entries are nonzero. In a random system with 39 cluster sizes, this raised the number of nonzero entries from 115 to 1521, the full block.

## Why the cluster solve is safe

Consider \(x\ge0\). Each column of \(T\) sums to 1, except the dimer column, which sums to \(1+hg_2\): the matching entry above its diagonal would belong to the free-interstitial equation. Write \(T=\Delta-R\), where \(\Delta\) is the positive diagonal and \(R\ge0\). Since the column sums of \(T\) are positive, those of \(R\Delta^{-1}\) are less than 1, and the series

\[
T^{-1}=\Delta^{-1}\sum_{j=0}^{\infty}(R\Delta^{-1})^j
\]

converges. Every term is nonnegative, so \(T^{-1}\ge0\). Moreover, \(\mathbf1^TT\ge\mathbf1^T\); multiplying on the right by \(T^{-1}\) gives \(\mathbf1^TT^{-1}\le\mathbf1^T\), hence \(\|T^{-1}\|_1\le1\).

No row exchange is needed either. Let \(\ell_n=hk_nx\), with \(\ell_N=0\), and let \(\pi_n\) be the pivots. The first obeys \(\pi_2\ge1+\ell_2\). If \(\pi_{n-1}\ge1+\ell_{n-1}\), then

\[
\pi_n=1+\ell_n+hg_n\left(1-\frac{\ell_{n-1}}{\pi_{n-1}}\right)\ge1+\ell_n.
\]

Each pivot therefore exceeds the magnitude of the entry below it.

## A lower bound for the last pivot

The sign of \(s\) is not evident from \(d-c^Ty\), but atom conservation supplies it. Multiply each cluster residual by its size and add \(F_1\). The sum over cluster fluxes is

\[
-h\sum_{n=2}^{N}n(J_{n-1}-J_n)
=-h\left(2J_1+\sum_{n=2}^{N-1}J_n\right),
\]

which cancels the reaction terms in \(F_1\). Thus

\[
F_1+\sum_{n=2}^{N}nF_n
=x+\sum_{n=2}^{N}nC_n-M_{\rm old}+\frac h\tau(x-x^*),
\]

where \(M_{\rm old}\) counts all interstitials, free and clustered, before the step. With \(w_n=n\), differentiating this identity gives

\[
w^TT+c^T=w^T,\qquad w^Tb+d=1+\frac h\tau.
\]

Define \(p\) by \(T^Tp=w\). The first relation then gives \(c^TT^{-1}=p^T-w^T\), and

\[
s=d-(p^T-w^T)b=1+\frac h\tau-p^Tb.
\]

Set \(p_1=0\) and \(\delta_n=p_{n+1}-p_n\). Inserting \(b_n\) and collecting the coefficient of each \(q_n\) yields

\[
s=1+\frac h\tau+h\sum_{n=1}^{N-1}q_n\delta_n.
\]

It remains to show that \(\delta_n>0\). The equation for \(p_n\) is

\[
p_n+hg_n\delta_{n-1}-hk_nx\,\delta_n=n,
\]

with no last term at \(n=N\). For \(n=2\), where \(p_2=\delta_1\), it reads \((1+hg_2)\delta_1-hk_2x\delta_2=2\). Subtracting neighbouring equations gives, for \(2\le n<N\),

\[
(1+hg_{n+1}+hk_nx)\delta_n
-hg_n\delta_{n-1}-hk_{n+1}x\delta_{n+1}=1,
\]

with the last term absent at \(n=N-1\). The columns of this system sum to 1, or to \(1+hg_N\) for the last. The series argument again gives a nonnegative inverse, whose diagonal is positive. The right-hand sides are positive, so every \(\delta_n\) is positive. At nonnegative concentrations it follows that

\[
\boxed{s\ge1+\frac h\tau.}
\]

Physically, \(p_n\) is the increase in the number of clustered interstitials at the end of the step if one cluster of size \(n\) is added at its start and \(x\) is held fixed. Adding a larger cluster gives a larger increase.

The case \(N=2\) can be checked by hand. Here \(T=1+hg_2\), \(b=-2hk_1x\), \(c=-2hg_2\) and \(d=1+4hk_1x+h/\tau\). Therefore

\[
s=1+\frac h\tau+4hk_1x-\frac{4h^2g_2k_1x}{1+hg_2}
=1+\frac h\tau+\frac{4hk_1x}{1+hg_2}.
\]

As \(h\to0\), \(s\to1\). For \(hg_2\gg1\), the last term tends to \(4k_1x/g_2\). This is the derivative with respect to \(x\) of \(2C_2=2k_1x^2/g_2\), the concentration of interstitials held in dimers at equilibrium with the free ones.

Nonnegative concentrations matter. In 200 random systems of 40 unknowns, the smallest ratio of \(s\) to its bound was 7.4. Reversing the signs of the cluster concentrations made \(s\) negative in 168 of them.

## One solution per step, and its algebraic error

At fixed \(x\), the cluster equations are linear. Their source consists of the old cluster concentrations plus \(hk_1x^2\) in the dimer equation, so their solution \(C(x)\) is nonnegative. Define \(\phi(x)=F_1(x,C(x))\). Differentiating \(F_C(x,C(x))=0\) gives \(TC'+b=0\), hence \(C'=-y\) and

\[
\phi'(x)=d-c^Ty=s\ge1+h/\tau.
\]

At \(x=0\), capture vanishes and the remaining terms give \(\phi(0)\le0\). The function rises without limit, so it has one nonnegative root. Conservation gives the upper bracket

\[
x\le\frac{M_{\rm old}+hx^*/\tau}{1+h/\tau}.
\]

Scalar Newton iteration uses \(s\) as its slope and bisects when an iterate leaves the bracket. Bisecting at regular intervals as well would guarantee convergence.

The same inequalities turn residuals into error bounds. Suppose an approximate solution has \(\tilde x\ge0\) and residuals \(\rho_C,\rho_1\). At that \(\tilde x\), its cluster error is \(T^{-1}\rho_C\), with 1-norm at most \(\|\rho_C\|_1\). Since \(F_1\) is linear in the clusters,

\[
\phi(\tilde x)=\rho_1-c^TT^{-1}\rho_C
=\rho_1-(p-w)^T\rho_C.
\]

The last equation for \(p\) gives \(p_N\le N\). As \(p_n\) is positive and increases with \(n\), \(|p_n-n|\le N\). The slope bound then gives

\[
|\tilde x-x|\le
\frac{|\rho_1|+N\|\rho_C\|_1}{1+h/\tau}.
\]

An error \(\delta x\) changes the clusters by a further \(-y\,\delta x\) to first order. These are absolute errors in solving the discrete equations; they say nothing about time discretization. In floating-point arithmetic, \(d-c^Ty\) loses relative accuracy if its terms are much larger than \(s\). The formula with \(q_n\delta_n\) avoids that final subtraction, at the price of another tridiagonal solve.

## An anneal at 815 °C

The example represents silicon after a non-amorphizing silicon implant of \(5\times10^{13}\ {\rm cm^{-2}}\), with one excess interstitial per ion, all initially free. The layer depth and width are both 80 nm, giving an initial concentration of \(6.25\times10^{18}\ {\rm cm^{-3}}\). The round parameters are \(D=3\times10^{-7}\ {\rm cm^2/s}\), \(C_s=5\times10^{22}\ {\rm cm^{-3}}\), \(x^*=5\times10^9\ {\rm cm^{-3}}\) and \(r_n=0.25\sqrt n\) nm. The binding energy is

\[
E_n=E_\infty-(E_\infty-E_2)
\frac{\sqrt n-\sqrt{n-1}}{\sqrt2-1},
\]

with \(E_2=1.2\) eV and \(E_\infty=2.2\) eV. A steady gradient from the layer to the surface gives

\[
\frac1\tau=\frac{3\times10^{-7}}{(80\times10^{-7})^2}
=4.69\times10^3\ {\rm s^{-1}}.
\]

The dense check starts from the state at 10 s and uses \(h=1\) s and \(N=1000\). For one linear correction, every concentration was first disturbed at random by up to 10%. The dense Jacobian was obtained by differentiating the reaction equations. Both solves gave \(\delta x=-4.112\times10^{11}\ {\rm cm^{-3}}\), with a relative difference of \(1.0\times10^{-15}\). The largest cluster difference, relative to the largest cluster correction, was \(1.6\times10^{-15}\). Here \(d=5.27\times10^4\) and \(s=5.90\times10^4\): the cluster response increases the pivot by 12%, so no severe cancellation occurs between \(d\) and \(c^Ty\).

For the complete nonlinear step from the undisturbed state, scalar and dense Newton iteration each took four iterations. They agreed to \(6\times10^{-16}\), relative to \(x\) and to the largest cluster concentration. The free concentration fell from \(1.419\times10^{13}\) to \(1.368\times10^{13}\ {\rm cm^{-3}}\). At the solution \(s=5.68\times10^4\), twelve times its lower bound. To first order, an interstitial added to \(x^{\rm old}\) raises the final free population by \(1/s=1.8\times10^{-5}\); the rest is captured or lost to the surface.

Over the anneal, the clustered fraction of the dose falls from 92% at 1 s to 78% at 10 s and about 25% at 100 s. The mean cluster size, computed with 100 steps per decade of time, rises from 32 to 86 and then 232; the last two values carry time-step error and converge to about 85 and 224. Growth and emission balance near the size for which \(x=C_se^{-E_n/k_BT}\). With \(k_BT=0.09377\) eV and \(x=5.6\times10^{12}\ {\rm cm^{-3}}\) at 100 s, that size is about 550. It is sensitive to \(x\): the time-converged \(x\), 1% higher, gives about 530, and only about 1% of the clusters are larger than that. A cluster of mean size is therefore shrinking on average, while sufficiently large ones still grow.

Time discretization, not linear algebra, dominates the numerical error. With 25, 50 and 100 steps per decade of time, the clustered fraction at 100 s is 26.4%, 25.2% and 24.6%. The successive changes have a ratio of 1.8, close to the 2 expected of a leading first-order error. Assuming that order, the remaining error is about 0.7 percentage points and the extrapolated fraction about 24%. Doubling the largest size, at 50 steps per decade, changes the result by \(1.6\times10^{-4}\) percentage points. A single 100 s step from the implanted state is also solvable, in two iterations, but solvability does not make it accurate.

## What the numbers mean for silicon

The dose and temperature are in the regime where rod-like {311} defects form and dissolve, roughly over minutes. End-of-range defects in the strict sense lie beyond the boundary of an amorphized layer; applying the equations there requires a different initial excess and depth. The energies and diffusivity are rough values, and the result is very sensitive to \(E_\infty\). At 50 steps per decade and fixed dimer binding, lowering \(E_\infty\) by 0.1 eV reduces the clustered fraction at 100 s from 25% to below 0.01%, a remnant too small for these time steps to resolve; raising it by 0.1 eV gives 56%. The calculation does not predict a measured dissolution time.

The well-mixed assumption is also strained. At 10 s the screening length \((D/\sum_{n=2}^{N-1}k_nC_n)^{1/2}\) is 25 nm, less than the 80 nm layer width, so a depth-resolved calculation is needed; its effect on the clustered fraction was not computed. In such a calculation, transport enters only the free-interstitial equations. The clusters can still be eliminated separately at each depth, leaving coupled equations for \(x\).

Dimer mobility may matter as much. If dimers reached the surface as readily as single interstitials, their calculated concentrations would imply an extra loss of 25% of the dose. This estimate is high, because those concentrations were not recalculated; with the dimer loss to the surface included in the equations it is about 18%, and the clustered fraction at 100 s falls from about 24% to about 9%. Mobile dimers would also join larger clusters and destroy the tridiagonal structure, so the pivot bound proved here would no longer apply as it stands.

The sizes of two other approximations can be estimated. The surface gradient needs about \(2\times10^{-4}\) s to form, by which time the model has lost 1.1% of the dose. At 10 s the capture radius of a mean-sized cluster is 0.143 of the cluster-spacing radius; with the concentration held fixed at the outer sphere, steady diffusion between two such spheres is faster than capture by an isolated cluster by a factor \(1/(1-0.143)\), or about 17%. This cell picture suits a regular array of clusters, for which the factor referred to the mean concentration is larger still. For randomly placed clusters the leading correction is the smaller screening factor \(1+r/\lambda\); with \(r=2.3\) nm and the screening length \(\lambda=25\) nm it is about 9%. The model's capture constants are therefore too small by roughly 10% for random positions, and by more if the clusters are evenly spaced. Diffusion into the substrate is also omitted; estimated from the calculated \(x(t)\), it holds under 1% of the dose at \(2\times10^{-4}\) s and about 0.1% from 1 s on. Dislocation loops, specially stable small clusters, impurities and the temperature ramp are left out, and their effects have not been estimated. The numerical output below gives the remaining digits.

## Table of computed values

```
temperature 815 C; kT 0.09377 eV
diffusivity 3.0e-07 cm^2/s; site density 5.0e+22 cm^-3
capture radius for n=1 0.25 nm, growing as sqrt(n)
binding: dimer 1.2 eV, large-cluster limit 2.2 eV
layer depth 80 nm; layer width 80 nm
dose 5.0e+13 cm^-2; initial concentration 6.250e+18 cm^-3
surface concentration 5.0e+09 cm^-3; sink 4.6875e+03 1/s
k_1 9.4248e-14 cm^3/s; g_2 1.3045e+04 1/s
number of unknowns 1000
random trials 200, 40 unknowns each
smallest pivot / lower bound 7.3909
largest 1-norm of inverse cluster block 1.000000
trials with negative pivot after negating clusters 168
nonzeros, 39x39 cluster block: original 115, filled 1521
operations, clusters first, 40/80/160 unknowns: 731 1491 3011
operations, dense elimination, 40/80 unknowns: 45020 350840
closed-system equilibrium, largest relative error 1.3e-12
verified step: start 10 s, length 1.0 s
linear correction: free, elimination -4.11205662e+11 cm^-3
linear correction: free, dense       -4.11205662e+11 cm^-3
relative differences: free 1.0e-15, clusters 1.6e-15
disturbed state: corner d 5.27394e+04, pivot s 5.89898e+04
free concentration before step 1.418688e+13 cm^-3
free concentration after step  1.367836e+13 cm^-3
pivot at solution 5.68423e+04; lower bound 4.68850e+03
Newton iterations: scalar 4, dense 4
complete step, largest relative difference 6.2e-16
reduced slope against finite difference, relative error 2.3e-11
single 100 s step from implanted state: 2 iterations
1 s: in clusters 91.66 %, mean size 32.3, free 4.154e+13 cm^-3
10 s: in clusters 77.91 %, mean size 85.6, free 1.419e+13 cm^-3
100 s: in clusters 24.59 %, mean size 232.2, free 5.594e+12 cm^-3
clustered interstitials at 100 s 1.229e+13 cm^-2
atom-balance relative error 1.8e-15
retained at 100 s, 25/50/100 steps per decade (%): 26.413 25.246 24.590
change on doubling largest size 1.6e-04 percentage points
retained at 100 s, limit binding -0.1 eV 0.004 %
retained at 100 s, limit binding +0.1 eV 56.440 %
extra loss estimate if dimers moved like monomers 24.930 % of dose
screening length at 10 s 25.0 nm
capture radius / cluster-spacing radius at 10 s 0.143
surface-gradient delay 2.13e-04 s; model loss by then 1.097 %
```
